\section*{Lieb's Bound on the Number of Electrons an Atom Can Bind}

\section{The bound $N<2Z+1$ on the negative ionization of an atom}

For the ground state of H$^-$, three expectation values weighted with the distance of one electron from the nucleus come out as $0.197354$, $0.139198$ and $0.663448$ hartree$\cdot$bohr. Their sum is $1.000000$, the nuclear charge. For He the same three quantities are $0.890232$, $0.385302$ and $0.724466$, and their sum is $2.000000$. The reason is a sum rule obeyed by bound states. Its first two terms cannot be negative and its third exceeds $(N-1)/2$, which gives Lieb's bound $N<2Z+1$.

\subsection{Setting and statement}

Hartree atomic units are used, so a charge $Z$ multiplying $1/r$ counts in hartree$\cdot$bohr. The nucleus is a fixed point charge $Z>0$ at the origin, and $Z$ need not be an integer. With $\xi_i=(\mathbf x_i,\sigma_i)$, $r_i=|\mathbf x_i|$ and $r_{ij}=|\mathbf x_i-\mathbf x_j|$, the nonrelativistic Hamiltonian is
\begin{equation}
H_N=\sum_{i=1}^N\Big(-\tfrac12\Delta_i-\frac{Z}{r_i}\Big)+\sum_{i<j}\frac1{r_{ij}},
\label{eq:H}
\end{equation}
acting on antisymmetric functions. $E_N$ is the infimum of its energy over normalized antisymmetric functions of finite kinetic energy, $E_0=0$, and $\int d\xi$ includes the spin sum.

The atom is said to bind $N$ electrons if $H_N$ has a normalized eigenfunction $\psi$ of finite kinetic energy with eigenvalue $E\le E_{N-1}$. The theorem is
\begin{equation}
N \text{ electrons bound}\quad\Longrightarrow\quad N<2Z+1 .
\label{eq:thm}
\end{equation}
For $N=1$ this reads $Z>0$, so $N\ge2$ from here on. For integer $Z$ it means $N\le 2Z$: at most $2$, $4$ and $18$ electrons for $Z=1$, $2$ and $9$. In particular H$^{2-}$ is not bound in this model.

All Coulomb terms are finite for such $\psi$. For a smooth $f$ of compact support, $\nabla\cdot\hat{\mathbf r}=2/r$ and the Cauchy--Schwarz inequality give
\begin{equation}
\int\frac{|f|^2}{r}\,d^3x=-\tfrac12\int\hat{\mathbf r}\cdot\nabla|f|^2\,d^3x\le\|f\|\,\|\nabla f\| .
\label{eq:coul}
\end{equation}
The surface term on a small sphere of radius $\epsilon$ is of order $\epsilon^2$ and vanishes. Smooth functions are dense in the norm $\|f\|+\|\nabla f\|$, so \eqref{eq:coul} extends to all functions of finite kinetic energy. Shifting the origin to $\mathbf x_j$ gives the same estimate for $1/r_{ij}$.

\subsection{The sum rule}

The eigenvalue equation is used in weak form: $\langle\phi,(H_N-E)\psi\rangle=0$, where $\langle\phi,-\Delta\psi\rangle$ means $\int\nabla\bar\phi\cdot\nabla\psi$. It holds for $\phi$ of any symmetry. The antisymmetrizer $P$ is self-adjoint, commutes with $H_N$ and fixes $\psi$, so $\langle\phi,(H_N-E)\psi\rangle=\langle P\phi,(H_N-E)\psi\rangle=0$.

The natural choice $\phi=r_N\psi$ needs moments such as $\langle r_N\rangle$ to be finite, which is not known in advance when $E=E_{N-1}$. A bounded multiplier avoids the assumption:
\begin{equation}
g(r)=\frac{r}{1+r/R},\qquad g'=\frac1{(1+r/R)^2},\qquad g''=-\frac{2/R}{(1+r/R)^3}.
\label{eq:g}
\end{equation}
It obeys $0\le g\le\min(r,R)$, $0<g'\le1$ and $-2/R\le g''<0$, and at fixed $r$ it increases to $r$ as $R\to\infty$. Since $g$ and $g'$ are bounded, $\phi=g(r_N)\psi$ has finite kinetic energy.

Electron $N$ is split off from \eqref{eq:H}:
\begin{equation}
H_N=H_{N-1}-\tfrac12\Delta_N-\frac Z{r_N}+\sum_{j<N}\frac1{r_{jN}} .
\label{eq:split}
\end{equation}
Taking the real part of $\langle g\psi,(H_N-E)\psi\rangle=0$ and moving the attraction to the left gives
\begin{equation}
Z\Big\langle\frac{g(r_N)}{r_N}\Big\rangle=A_g+K_g+W_g,
\label{eq:sum}
\end{equation}
\begin{align}
A_g&=\mathrm{Re}\,\langle g\psi,(H_{N-1}-E)\psi\rangle,\label{eq:A}\\
K_g&=\mathrm{Re}\,\langle g\psi,-\tfrac12\Delta_N\psi\rangle,\label{eq:K}\\
W_g&=\sum_{j<N}\Big\langle\frac{g(r_N)}{r_{jN}}\Big\rangle,\label{eq:W}
\end{align}
where $\langle F\rangle=\int F|\psi|^2$. When $g=r$ may be used the subscript is dropped, the left side is $Z$, and \eqref{eq:sum} is the rule seen in the opening numbers.

\subsection{The remaining electrons: $A_g\ge0$}

For fixed $\xi_N$ the slice $\psi_{\xi_N}(\xi_1,\dots,\xi_{N-1})=\psi(\xi_1,\dots,\xi_N)$ is antisymmetric in its $N-1$ arguments, and it has finite kinetic energy for almost every $\xi_N$. The operator $H_{N-1}$ does not act on $\xi_N$, so $g(r_N)$ is a non-negative number for it. The definition of $E_{N-1}$ applies to each slice:
\begin{align}
A_g&=\int d\xi_N\,g(r_N)\,\langle\psi_{\xi_N},(H_{N-1}-E)\psi_{\xi_N}\rangle\nonumber\\
&\ge(E_{N-1}-E)\int d\xi_N\,g(r_N)\|\psi_{\xi_N}\|^2=(E_{N-1}-E)\langle g\rangle\ge0 .
\label{eq:Abound}
\end{align}
This is the one step that uses $E\le E_{N-1}$. For an eigenvalue embedded above $E_{N-1}$ the lower bound $(E_{N-1}-E)\langle g\rangle$ is negative and no longer fixes the sign of $A_g$, and \eqref{eq:thm} does not speak of such a state. The step survives with a higher threshold if the slices lie in a restricted class. When all $N$ spins of $\psi$ point up, all spins of each slice point up, and $E_{N-1}$ may be replaced by the lowest energy of fully polarized $(N-1)$-electron states. For bosons the slices are symmetric and the step holds with the bosonic $E_{N-1}$.

\subsection{The kinetic term: $K_g\ge0$}

The operator $g(-\Delta)$ is a product of two positive operators that do not commute, so the sign of $K_g$ has to be shown. All gradients act on $\mathbf x_N$, and $r=r_N$. From $\nabla(g\bar\psi)=g\nabla\bar\psi+\bar\psi\nabla g$ and $\mathrm{Re}\,\bar\psi\nabla\psi=\tfrac12\nabla|\psi|^2$,
\begin{equation}
2K_g=\int g|\nabla\psi|^2+\tfrac12\int\nabla g\cdot\nabla|\psi|^2=\int g|\nabla\psi|^2-\int\Big(\tfrac12g''+\frac{g'}r\Big)|\psi|^2 .
\label{eq:K1}
\end{equation}
The second form is an integration by parts with $\Delta g=g''+2g'/r$. The field $\nabla g=g'\hat{\mathbf r}$ is bounded, so the surface term at the origin vanishes as $\epsilon^2$ and there is no delta function.

The negative term $g'/r$ is absorbed by completing a square. With $\nabla(r\psi)=\hat{\mathbf r}\psi+r\nabla\psi$,
\begin{equation}
\frac g{r^2}|\nabla(r\psi)|^2=g|\nabla\psi|^2+\frac gr\,\hat{\mathbf r}\cdot\nabla|\psi|^2+\frac g{r^2}|\psi|^2 .
\label{eq:sq}
\end{equation}
The middle term is integrated by parts. The field $(g/r)\hat{\mathbf r}$ is bounded, and its divergence is
\begin{equation}
\Big(\frac gr\Big)'+\frac{2g}{r^2}=\frac{g'}r-\frac g{r^2}+\frac{2g}{r^2}=\frac{g'}r+\frac g{r^2}.
\label{eq:div}
\end{equation}
The $g/r^2$ pieces of \eqref{eq:sq} and \eqref{eq:div} cancel, which leaves
\begin{equation}
\int\frac g{r^2}|\nabla(r\psi)|^2=\int g|\nabla\psi|^2-\int\frac{g'}r|\psi|^2 .
\label{eq:K2}
\end{equation}
Inserting \eqref{eq:K2} in \eqref{eq:K1},
\begin{equation}
K_g=\tfrac12\int\frac g{r^2}|\nabla(r\psi)|^2-\tfrac14\int g''|\psi|^2\ \ge0,
\label{eq:Kid}
\end{equation}
because $g\ge0$ and $g''<0$. The integrations by parts are first done for smooth $\psi$. The weights are bounded ($g$, $g/r$, $g'$, $g''$) or at most $1/r$ ($g'/r$, $g/r^2$), so by \eqref{eq:coul} each term is continuous in $\|\psi\|+\|\nabla\psi\|$ and \eqref{eq:Kid} extends to the eigenfunction. For $g=r$ it reads $K=\tfrac12\int|\nabla(r\psi)|^2/r$.

Equation \eqref{eq:Kid} does not use the Schr\"odinger equation. It was tested by three-dimensional quadrature on the complex, off-centre function $[1+(0.3+0.8i)x+yz]\exp(-|\mathbf x-\mathbf d|^2)$ with $\mathbf d=(0.5,-0.3,0.4)$ bohr. After normalization, the Laplacian form \eqref{eq:K} and the identity \eqref{eq:Kid} both give $1.122844388$ for $R=2$ bohr and $1.710128198$ for $g=r$.

\subsection{The repulsion and the conclusion}

The density $|\psi|^2$ is symmetric under all permutations. Each of the $N-1$ terms of \eqref{eq:W} therefore equals $\langle g(r_1)/r_{12}\rangle$, which also equals $\langle g(r_2)/r_{12}\rangle$. Averaging the two forms,
\begin{equation}
W_g=\frac{N-1}2\Big\langle\frac{g(r_1)+g(r_2)}{r_{12}}\Big\rangle .
\label{eq:Wsym}
\end{equation}
In \eqref{eq:sum} the left side is at most $Z$ because $g/r\le1$, and $A_g$ and $K_g$ may be dropped by \eqref{eq:Abound} and \eqref{eq:Kid}. So $Z\ge W_g$ for every $R$. The integrand of \eqref{eq:Wsym} is non-negative and increases with $R$ to $(r_1+r_2)/r_{12}$. The monotone convergence theorem allows the limit under the integral:
\begin{equation}
Z\ge\frac{N-1}2\,w,\qquad w=\Big\langle\frac{r_1+r_2}{r_{12}}\Big\rangle ,
\label{eq:Zw}
\end{equation}
and it shows at the same time that $w$ is finite.

The triangle inequality $r_{12}\le r_1+r_2$ makes the ratio at least $1$. Equality requires the nucleus to lie on the segment between the two electrons. For given $\mathbf x_1\ne0$ this confines $\mathbf x_2$ to a half-line, a set of zero volume. The function $(r_1+r_2)/r_{12}-1$ is thus positive almost everywhere, and its average over a normalized density is positive: $w>1$. Then \eqref{eq:Zw} gives $Z>(N-1)/2$, which is \eqref{eq:thm}.

The factor 2 comes from the symmetrization. The attraction is weighted in full for the chosen electron, while the triangle inequality needs the weights of both members of a pair, so each partner is guaranteed to contribute one half. The fixed nucleus entered in \eqref{eq:split}: with a finite nuclear mass the kinetic energy in relative coordinates couples different electrons, and the proof as given does not apply.

\subsection{Why the first power of $r$}

For $g=r^p$ the left side of \eqref{eq:sum} is $Z\langle r^{p-1}\rangle$, which is independent of the state for $p=1$. The first power is also the largest for which the kinetic term keeps its sign. Take a spherical $\psi=u(r)/r$ in \eqref{eq:Kid} and drop the common $4\pi$:
\begin{equation}
K=\tfrac12\int r^pu'^2\,dr-\tfrac14p(p-1)\int r^{p-2}u^2\,dr .
\label{eq:Kp}
\end{equation}
Let $t=\ln r$, $u=r^{(1-p)/2}f(t)$ and $f=e^{-t^2/2\sigma^2}$, which vanishes faster than any power at both ends. Then $u'=r^{-(1+p)/2}[\tfrac{1-p}2f+f_t]$, so $r^pu'^2dr=[\tfrac{1-p}2f+f_t]^2dt$ and $r^{p-2}u^2dr=f^2dt$. The cross term is a total derivative of $f^2$ and integrates to zero. With $f_t=-tf/\sigma^2$ and $\int t^2f^2/\int f^2=\sigma^2/2$, one has $\int f_t^2/\int f^2=1/2\sigma^2$. Using $\tfrac14(p-1)^2-\tfrac12p(p-1)=\tfrac14(1-p^2)$,
\begin{equation}
\frac{K}{\int r^{p-2}u^2dr}=\frac{1-p^2}8+\frac1{4\sigma^2}.
\label{eq:ratio}
\end{equation}
For any $p>1$ this is negative once $\sigma$ is large enough. For $p=1$ it tends to zero from above, so no positive multiple of $\langle1/r\rangle$ bounds $K$ from below. At $\sigma=3$, \eqref{eq:ratio} gives $1/36=0.027778$ for $p=1$ and $-0.055+0.027778=-0.027222$ for $p=1.2$. Quadrature of $-\tfrac12\int r^puu''dr$ reproduces both values.

\subsection{The triangle step and large $N$}

The pointwise inequality cannot be improved. The ratio approaches $1$ for electrons on opposite sides of the nucleus, and among $200\,000$ random pairs its smallest value was $1.0000009$. It also approaches $1$ when $r_1/r_2\to0$, at any angle, and this second way is open to all pairs of a large atom at once. For a pair density that is a product of spherical densities, the angular average is
\begin{equation}
\tfrac12\int_{-1}^1\frac{dc}{\sqrt{r_1^2+r_2^2-2r_1r_2c}}=\frac{r_1+r_2-|r_1-r_2|}{2r_1r_2}=\frac1{r_>},
\label{eq:newton}
\end{equation}
with $r_>$ the larger and $r_<$ the smaller radius. This is Newton's theorem, and it gives
\begin{equation}
w=1+\langle r_</r_>\rangle ,
\label{eq:wN}
\end{equation}
which lies between $1$ and $2$. A thin shell gives $w\to2$. A distribution uniform in $t=\ln r$ over a length $L\gg1$ gives $\langle r_</r_>\rangle=\langle e^{-|t-t'|}\rangle\approx2/L$, so $w\to1$. For the multiplier $r$, the geometry of product densities alone therefore yields nothing better than $N/Z<2+1/Z$, whose right side tends to 2 at large $Z$. With this multiplier, a sharper constant needs information on the state or on the discarded terms.

\subsection{The Hartree--Fock case}

The same argument works in mean field. For orthonormal spin orbitals $\varphi_i$, let $\gamma(\xi,\xi')=\sum_j\varphi_j(\xi)\bar\varphi_j(\xi')$ and $\rho(\xi)=\gamma(\xi,\xi)$. The Fock equations are
\begin{equation}
\Big(-\tfrac12\Delta-\frac Zr\Big)\varphi_i(\xi)+\int d\xi'\,\frac{\rho(\xi')\varphi_i(\xi)-\gamma(\xi,\xi')\varphi_i(\xi')}{|\mathbf x-\mathbf x'|}=\varepsilon_i\varphi_i(\xi).
\label{eq:fock}
\end{equation}
Multiply by $r\bar\varphi_i(\xi)$, integrate, sum over $i$ and divide by $N$. The attraction gives $-Z$. In the exchange term $\sum_i\bar\varphi_i(\xi)\varphi_i(\xi')=\bar\gamma(\xi,\xi')$, so the interaction contains $\Pi=\rho(\xi)\rho(\xi')-|\gamma(\xi,\xi')|^2$. This function is symmetric, it is non-negative by the Cauchy--Schwarz inequality for the sum over $j$, and its integral is $N^2-\sum_{ij}\delta_{ij}=N(N-1)$. Defining $w$ as the average over $\Pi/N(N-1)$, the interaction term is $\tfrac1N\cdot\tfrac12N(N-1)w$, and
\begin{equation}
Z=A+K+\frac{N-1}2w,\qquad A=\frac1N\sum_i(-\varepsilon_i)\langle r\rangle_i,
\label{eq:HF}
\end{equation}
with $K$ the orbital average of \eqref{eq:Kid}. If all occupied $\varepsilon_i\le0$ then $A\ge0$, and $N<2Z+1$ follows as before, with $g$ in place of $r$ where moments are in doubt. For a closed shell the spin sums turn $\Pi$ into $\rho\rho-\tfrac12|\gamma|^2$ in terms of spin-summed quantities.

\subsection{Approximate wave functions}

For a normalized real trial function with energy $E$, the residual $A+K+W-Z=\langle r_2\psi,(H_2-E)\psi\rangle$ need not vanish. Take $\psi\propto e^{-ks}$ with $s=r_1+r_2$. Since $\langle\psi,(H_2-E)\psi\rangle=0$, the normalization does not contribute to $dE/dk$, and $\partial_ke^{-ks}=-se^{-ks}$ gives $dE/dk=-2\langle s\psi,(H_2-E)\psi\rangle$. By symmetry $r_2$ may be replaced by $s/2$, so
\begin{equation}
A+K+W-Z=-\tfrac14\,\frac{dE}{dk}.
\label{eq:res}
\end{equation}
The same holds when $e^{-ks}$ multiplies a variationally determined polynomial of bounded total degree in $kr_1,kr_2,kr_{12}$, symmetric in the two electrons. The derivative of the polynomial stays in the basis, and $(H_2-E)\psi$ is orthogonal to the basis. An optimized $k$ thus forces the residual to zero, so $k$ is held fixed wherever the residual serves as a test.

For $k=Z=1$ the energy is $-0.375$ hartree. Scaling gives $E=k^2T+kV$ with $T=\tfrac12+\tfrac12=1$, so $V=-1.375$ and $dE/dk=2-1.375=0.625$. Equation \eqref{eq:res} predicts $-0.15625$, and the direct sum is $-0.1875+0.25+0.78125-1=-0.15625$. At $k=Z$ every slice is the exact one-electron ground state, so \eqref{eq:Abound} holds with equality: $A=(E_1-E)\langle r\rangle=-0.125\times1.5=-0.1875$. It is negative because the trial energy lies above $E_1=-0.5$ hartree. This product state has $w=1.5625$, equal to $1+\langle r_</r_>\rangle$ from a separate radial quadrature, as \eqref{eq:wN} requires.

\subsection{Worked example}

The two-electron states are computed from \eqref{eq:H}, without relativity or nuclear motion, in a basis of $e^{-ks}$ times Laguerre polynomials in perimetric coordinates, with 161 functions at degree 10 and 372 at degree 14. Except where another basis is named for comparison, the values are taken from the numerical output that follows this section or obtained from it by the arithmetic shown.

For H$^-$ with $k=0.7$ bohr$^{-1}$ the energies are $-0.52775084$ and $-0.52775100$ hartree, a change of $1.6\times10^{-7}$ hartree. The binding energy is $E_1-E=0.027751$ hartree $=0.7551$ eV, and $\langle r\rangle=2.71018$ bohr. Then $W=w/2=1.326895/2=0.663448$, and $K=0.139198$ from both \eqref{eq:K} and \eqref{eq:Kid}. The residual is $5.6\times10^{-8}$ against $Z=1$, within the tested tolerance of $10^{-4}$. The gap between $Z$ and $(N-1)/2$ divides as
\begin{equation}
1-\tfrac12=\underbrace{0.197354}_{A}+\underbrace{0.139198}_{K}+\underbrace{0.163448}_{W-1/2}.
\label{eq:slack}
\end{equation}
The lower bound \eqref{eq:Abound} is $0.0277510\times2.71018=0.075210$, well below $A$. By the first line of \eqref{eq:Abound}, the difference $0.122144$ is the $r$-weighted energy of the slices above $E_1$. It measures how far the remaining electron is from the hydrogen ground state. For He with $k=1.7$ bohr$^{-1}$, $E=-2.9037243$ hartree at degree 14, which is $2.3\times10^{-7}$ hartree below the degree-10 value, so the last digit is uncertain. The binding energy of the model is $0.9037243$ hartree $=24.592$ eV. With $\langle r\rangle=0.92947$ bohr, the bound $(E_1-E)\langle r\rangle=0.839987$ (from unrounded factors) lies only $0.050245$ below $A=0.890232$. With $w=1.448933$, the gap is $1.5=0.890232+0.385302+0.224466$, and the residual is $3.8\times10^{-8}$.

The regularized rule \eqref{eq:sum} for H$^-$ reads
\begin{align*}
R=1:&\quad0.345969=0.062852+0.092741+0.190376,\\
R=10:&\quad0.804973=0.156114+0.139758+0.509101,\\
R=100:&\quad0.974019=0.191780+0.139998+0.642241,
\end{align*}
with $R$ in bohr and the terms in the order $A_g$, $K_g$, $W_g$. $W_g$ rises monotonically toward $0.663448$, as the proof requires. At $R=1$ bohr it is below $\tfrac12$ and at $R=10$ bohr above. How large $R$ must be depends on the extent of the state, so the proof, which assumes nothing about that extent, takes the limit. $K_g$ is not monotonic: at $R=10$ and $100$ bohr it exceeds its limit $0.139198$. The proof needs no monotonicity of $K_g$. To first order $g\approx r-r^2/R$, so an approach from above corresponds to a negative kinetic term for the multiplier $r^2$, which \eqref{eq:ratio} permits. That term was not computed, so this reading is a conjecture.

For $N=2$ the theorem demands $Z>0.5$. The charge at which the variational energy crosses $E_1=-Z^2/2$ is $0.91106$ at degree 10 and $0.91103$ at degree 14. A variational energy lies above $E_2$, so these are upper estimates of the charge at which $E_2<E_1$ sets in. At the crossing the degree-14 state has $A=0.161$, $K=0.114$ and $W-\tfrac12=0.136$, which add to $0.411=0.911-0.5$. The lower bound on $A$ is zero there while $A$ is not, so all three discarded amounts remain comparable at threshold in this basis. Here $k$ was optimized near the crossing, so by \eqref{eq:res} the sum is no test. The state is less well converged than the charge: $\langle r\rangle$ moves from $4.05$ to $4.12$ bohr, by $1.7\%$ of the latter value. In a basis of 240 correlated exponentials $e^{-ar_1-br_2-cr_{12}}$ it is $4.147$ bohr, so the degree-14 value is still $0.6\%$ low, while the crossing charge, $A$, $K$ and $W-\tfrac12$ keep the digits shown.

The factor $(N-1)/2$ is tested on F$^-$ ($N=10$, $Z=9$) at the restricted Hartree--Fock level in an uncontracted $24s16p$ even-tempered Gaussian basis, which omits correlation and relativity. The energy is $-99.45943$ hartree and the pair density integrates to $90.00000=N(N-1)$. A $32s21p$ basis lowers the energy by $1.8\times10^{-5}$ hartree, to $-99.45945$, and leaves the orbital energies, $A$, $K$, $w$ and $W$ below unchanged in the digits shown. All occupied orbital energies are negative, and each occupied spatial orbital holds two electrons, so \eqref{eq:HF} gives
\begin{align*}
A&=\tfrac2{10}\,(25.82962\times0.17576+1.07459\times1.03555+3\times0.18099\times1.25560)\\
&=\tfrac2{10}\,(4.5398+1.1128+0.6818)=1.2669 .
\end{align*}
With $K=1.52944$ and $W=4.5\times1.37860=6.2037$, the sum is $1.26687+1.52944+6.20369=9.00000$. The residual is $4.6\times10^{-7}$ against $Z=9$, within the tested tolerance of $10^{-3}$. Of the gap $9-4.5=4.5$, the triangle step accounts for $6.20369-4.5=1.70369$ and the discarded $A+K$ for $2.79631$. Had $w$ been known to be $1.379$, \eqref{eq:Zw} would read $N\le1+18/1.379\approx14$ instead of $18$. That figure is no bound, since $w$ belongs to this particular state.

\section*{Calculated quantities}
\begin{verbatim}
1 hartree = 27.211386 eV
model function, R=2.0 bohr: K Laplacian 1.122844388, identity 1.122844388 hartree*bohr
model function, R=inf bohr: K Laplacian 1.710128198, identity 1.710128198 hartree*bohr
g=r^1.0, sigma=3: K ratio quadrature 0.027778, formula 0.027778 (pure number)
g=r^1.2, sigma=3: K ratio quadrature -0.027222, formula -0.027222 (pure number)
min (r1+r2)/r12 over 200000 random pairs = 1.0000009
A, K, W, residual in hartree*bohr; w is a pure number
trial k=Z=1: E=-0.375000 hartree, A=-0.187500 K=0.250000 W=0.781250
trial k=Z=1: residual=-0.156250, -dE/dk/4=-0.156250, w=1.562500, 1+<min/max>=1.562500
basis sizes: degree 10 -> 161, degree 14 -> 372
H-: Z=1, k=0.7 1/bohr, E(10)=-0.52775084, E(14)=-0.52775100, E_1=-0.5000 hartree
H-: E_1-E=0.0277510 hartree = 0.75514 eV, <r>=2.71018 bohr
H-: A=0.197354 >= (E_1-E)<r>=0.075210
H-: K Laplacian=0.139198, K identity=0.139198
H-: W=0.663448, w=1.326895, A+K+W=1.000000, residual=5.6e-08
H- R=1 bohr: Z<g/r>=0.345969 A=0.062852 K=0.092741 W=0.190376 residual=1.6e-08
H- R=10 bohr: Z<g/r>=0.804973 A=0.156114 K=0.139758 W=0.509101 residual=2.9e-08
H- R=100 bohr: Z<g/r>=0.974019 A=0.191780 K=0.139998 W=0.642241 residual=5.0e-08
He: Z=2, k=1.7 1/bohr, E(10)=-2.90372411, E(14)=-2.90372434, E_1=-2.0000 hartree
He: E_1-E=0.9037243 hartree = 24.59159 eV, <r>=0.92947 bohr
He: A=0.890232 >= (E_1-E)<r>=0.839987
He: K Laplacian=0.385302, K identity=0.385302
He: W=0.724466, w=1.448933, A+K+W=2.000000, residual=3.8e-08
critical, degree 10: k=0.414 1/bohr, Zc=0.91106, <r>=4.052 bohr
critical, degree 10: A=0.1600 K=0.1146 W=0.6365 w=1.2729
critical, degree 14: k=0.409 1/bohr, Zc=0.91103, <r>=4.121 bohr
critical, degree 14: A=0.1608 K=0.1144 W=0.6359 w=1.2717
bound on Z for N=2: (N-1)/2 = 0.5
F- RHF 24s16p: N=10, Z=9, E=-99.45943 hartree, pair norm=90.00000
F-: eps 1s,2s,2p = -25.82962, -1.07459, -0.18099 hartree
F-: <r> 1s,2s,2p(shell mean) = 0.17576, 1.03555, 1.25560 bohr
F-: A=1.26687, K Laplacian=1.52944, K identity=1.52944
F-: w=1.37860, (N-1)/2=4.5, W=6.20369, A+K+W=9.00000, residual=4.6e-07
Z=1: largest integer N below 2Z+1 is 2
Z=2: largest integer N below 2Z+1 is 4
Z=9: largest integer N below 2Z+1 is 18
\end{verbatim}
